# Johnson's modified Broyden mixing: derivation, Anderson limit and Tikhonov regularization, part 2

We solve $F(x)=x_{\rm out}(x)-x=0$, $x\in\mathbb R^N$, by steps $x^+=x+GF$ and ask when a finite regularization weight $w_0$ lowers the next residual $F^+=F(x^+)$. Here $M=-\partial F/\partial x$, and simple mixing has $G=G_1$ ($\alpha I$ or a fixed preconditioner). The $m$ stored pairs, differences of successive points and residuals, give $S$ and $Y$ with columns $s_n=\Delta x_n/|\Delta F_n|$, $y_n=\Delta F_n/|\Delta F_n|$. The weights $w_0$, $w_n>0$ are dimensionless. Define $W=\mathrm{diag}(w_n)$, $\bar Y=YW$, $U=S+G_1Y$, $a=\bar Y^T\bar Y$, $\beta=(w_0^2I_m+a)^{-1}$, $\gamma=W\beta WY^TF$, $r=F-Y\gamma$.

$G$ minimizes $w_0^2\|G-G_a\|^2+\|(S+GY)W\|^2$ (Frobenius norm). The fixed anchor $G_a=G_1$ gives $x^+=x-S\gamma+G_1r$, or
$$x^+=x+G_1F-\sum_l w_l\Big(\sum_k\beta_{lk}c_k\Big)u_l,\qquad c_k=w_k\,y_k\cdot F,\qquad u_l=s_l+G_1y_l. \tag{7}$$
The recursive anchor is the previous $G$; with subscript $k$ meaning the first $k$ columns,
$$G^{(k)}=G_1-Z_k\bar Y_k^T,\qquad Z_k=\big(U_kW_k+w_0^2\,[Z_{k-1},0]\big)\beta_k. \tag{9}$$

The coefficients $\gamma$ minimize
$$T(\gamma)=|F-Y\gamma|^2+w_0^2|W^{-1}\gamma|^2. \tag{11}$$
With $\bar Y=\sum_i\sigma_ip_iq_i^T$ (singular values in decreasing order) and $f_i=p_i\cdot F$,
$$W^{-1}\gamma=\sum_i\frac{\sigma_if_i}{\sigma_i^2+w_0^2}\,q_i,\qquad Y\gamma=\sum_i\varphi_if_i\,p_i,\qquad\varphi_i=\frac{\sigma_i^2}{\sigma_i^2+w_0^2}. \tag{12}$$
For $\sigma_i>0$,
$$Gp_i=(1-\varphi_i)\,G_ap_i+\varphi_i\,(-SWq_i/\sigma_i). \tag{13}$$

Consequences:

(i) As $w_0$ grows, $|r|$ is nondecreasing and $|W^{-1}\gamma|$ nonincreasing.

(ii) $|W^{-1}\gamma|\le|F|/(2w_0)$ for any history.

(iii) The condition number of $\beta$ is $(\sigma_1^2+w_0^2)/(\sigma_m^2+w_0^2)$. Since $\sum_i\sigma_i^2=\mathrm{tr}\,a=\sum_nw_n^2$, it cannot exceed $1+\sum_nw_n^2/w_0^2$.

For $Y$ of full column rank, $w_0\to0$ turns (7) into Anderson mixing on the stored pairs. The recursive anchor shares this limit with full history, but in general not with a truncated one. The closing numerical output also lists tests of these earlier results on random data.

**7. What the regularization trades**

Let $M$ be taken at the current point and define the secant inconsistency $E=Y+MS$. It collects the change of the Jacobian along the history and any noise in the stored residuals. Assume $F$ itself is accurate and the map is twice differentiable. With $d=-S\gamma+G_1r$, $F(x+d)=F-Md+O(|d|^2)$. Now $-Md=MS\gamma-MG_1r=(E-Y)\gamma-MG_1r$, and $F-Y\gamma=r$, so
$$F^+=(I-MG_1)\,r+E\gamma+O(|d|^2),\qquad|E\gamma|\le\|EW\|_2\,|W^{-1}\gamma|\le\frac{\|EW\|_2|F|}{2w_0}. \tag{15}$$
For a linear map the remainder is absent, and the identity was tested in that form with noisy stored residuals. The first term is a bias: one simple-mixing step applied to the unfitted residual $r$, whose norm grows with $w_0$. The norm of $(I-MG_1)r$ need not be monotonic, since the direction of $r$ also changes. By (12) the second term is
$$E\gamma=\sum_i\varphi_if_i\,\frac{EWq_i}{\sigma_i}. \tag{16}$$
In this term a small $\sigma_i$ does damage through the ratio $|EWq_i|/\sigma_i$. If $E=0$ the term vanishes however ill-conditioned $Y$ is (in exact arithmetic), and finite $w_0$ has nothing to suppress while it enlarges $r$. If $|EWq_i|/\sigma_i$ exceeds one, fitting $f_i$ removes a residual component $f_i$ and injects a larger one. Finite $w_0$ multiplies the injected component by $\varphi_i$, which brings it far below $|f_i|$ once $w_0^2\gg\sigma_i|EWq_i|$; in this case $w_0\gg\sigma_i$ alone is not enough.

**8. Two-dimensional model**

Take $M=\mathrm{diag}(1,0.5)$, $G_1=I$, $F=(1,1)$, $w_n=1$, $\epsilon=10^{-3}$. The consistent secant columns are $(1,0)$ and $(1,\epsilon)$, which fix $S=-M^{-1}Y_{\rm clean}$. The second column receives an inconsistency $(0,-0.9\epsilon)$, so $Y$ has columns $(1,0)$ and $(1,\delta)$ with $\delta=10^{-4}$; normalization changes them at relative order $\delta^2$. To leading order in $\delta$, $\sigma_1=\sqrt2$, $q_1=(1,1)/\sqrt2$, $\sigma_2=\delta/\sqrt2=7.07\times10^{-5}$, $q_2=(-1,1)/\sqrt2$, and $f_1\approx f_2\approx1$.

For $w_0=0$, $Y\gamma=F$ gives $\gamma_2=1/\delta=10^4$ and $\gamma_1=1-\gamma_2=-9999$. Then $r=0$ and $F^+=E\gamma=(0,-0.9\times10^{-3}\times10^4)$, so $|F^+|=9.00$. Here $|Eq_2|/\sigma_2=(9\times10^{-4}/\sqrt2)/(10^{-4}/\sqrt2)=9$.

For $w_0=0.01$, the factors in (12) are $\sigma_1/(\sigma_1^2+w_0^2)\approx0.7071$ and $\sigma_2/(\sigma_2^2+w_0^2)=7.07\times10^{-5}/1.00005\times10^{-4}\approx0.7071$. They coincide because $\delta=w_0^2$ for these parameters. Thus $\gamma\approx(0.5,0.5)+(-0.5,0.5)$, computed as $(0.0001,0.9999)$. The second component of $r$ is $1-\delta\gamma_2=0.9999$. The first component of $F^+$ vanishes since $1-M_{11}=0$ and the first row of $E$ is zero, and the second is $0.5\times0.9999-0.0009=0.49905$, against the computed $0.4991$. Simple mixing gives $(I-M)F=(0,0.5)$, so the regularized step has fallen back to simple mixing in the unreliable direction, as (13) states. With $E=0$ the same $w_0$ gives $0.4973$, where $w_0=0$ solves the problem in one step.

**9. NH$_3$**

The level is restricted Hartree–Fock in the 6-31G basis (15 functions), at a rounded pyramidal geometry with N–H $=1.01$ Å and H–N–H $=107^\circ$. The vector $x$ is the density matrix in the Löwdin basis ($N=225$, Frobenius norm, in electrons); $x_{\rm out}=2CC^T$, with $C$ the five lowest eigenvectors of the Fock matrix built from $x$. The start is the output density of a minimal-basis atomic guess, with $|F|=0.184$; $\alpha=0.5$ and $w_n=1$. Every run reproduced the energy of an independent SCF solver, $-56.161403$ hartree ($-1528.23$ eV), within the asserted $10^{-8}$ hartree. This checks the fixed point; the energy omits correlation and carries the error of a small basis: at the same geometry cc-pVTZ gives $-56.2180$ hartree, lower by $0.057$ hartree ($1.5$ eV).

The numbers of map evaluations to $|F|<10^{-8}$ with full history are 55 for simple mixing and 13 for Anderson. The fixed anchor needs 13, 15 and 21 for $w_0=0.01$, $0.1$ and $1$, and the recursive anchor 13, 15 and 20. None of these three finite values of $w_0$ beats Anderson here, and the anchor changes the count by at most one. The counts depend slightly on the basis: for Anderson and the fixed anchor at $w_0=0.01$, $0.1$, $1$ they are 13, 14, 15, 22 in 6-31G* and cc-pVDZ and 14, 14, 16, 23 in cc-pVTZ, with 52 to 54 for simple mixing. The equal count at $w_0=0.01$ does not mean equal steps. Along the Anderson run the smallest singular value is below $0.01$ from the fourth stored pair on, and with the same history $w_0=0.01$ would change single steps by up to about 37% of their length.

The single-step scan uses a history of six simple-mixing steps, ending at $|F|=1.00\times10^{-2}$. Its singular values are $2.28$, $0.882$, $0.191$, $7.11\times10^{-3}$, $8.94\times10^{-4}$ and $4.20\times10^{-5}$; their squares sum to $5.20+0.78+0.04\approx6=m$, as in (iii). At $w_0=0.01$, $\varphi_4=5.06\times10^{-5}/(5.06\times10^{-5}+10^{-4})=0.336$, $\varphi_5=7.9\times10^{-3}$, $\varphi_6=1.8\times10^{-5}$, and the first three exceed $0.997$: about three and a third of six directions are kept. The condition number drops from $(2.28/4.20\times10^{-5})^2\approx3\times10^9$ to $5.20/10^{-4}\approx5\times10^4$. With $M$ applied by central differences, the terms of (15) are, in electrons:

| $w_0$ | $\vert\gamma\vert$ | $\vert r\vert$ | bias | $\vert E\gamma\vert$ | $\vert F^+\vert$ |
|---|---|---|---|---|---|
| $0$ | 1.41 | 4.0e-5 | 2.4e-5 | 2.4e-5 | 2.05e-5 |
| $10^{-3}$ | 0.117 | 1.1e-4 | 6.3e-5 | 6.8e-5 | 7.07e-5 |
| $10^{-2}$ | 0.0386 | 4.6e-4 | 2.9e-4 | 3.4e-5 | 2.94e-4 |
| $1$ | 0.00365 | 5.0e-3 | 3.7e-3 | 1.4e-5 | 3.68e-3 |

The full scan is in the numerical output. The monotonicity of $|\gamma|$ and $|r|$ and the bound (ii) were tested along it; at $w_0=0.01$ the bound is $0.50$ and the value $0.0386$. The remainder of (15) was tested to be quadratic: halving a scaled step reduced it by a factor between $3.5$ and $4.5$. For the full step at $w_0=0$ the remainder has norm $2.4\times10^{-5}$, as large as either term of (15), so the two terms alone do not give $|F^+|$ in the first row; their vector sum has norm $3.0\times10^{-5}$. From $w_0=0.01$ upward the norm of the bias agrees with $|F^+|$ within about 2%, while the two vectors differ by up to about 5% of $|F^+|$. At $w_0=1$ the result is about half of the simple-mixing value $7.02\times10^{-3}$. The digits belong to this basis and history. In 6-31G*, cc-pVDZ and cc-pVTZ, $\sigma_6$ is $1.5$ to $2.2\times10^{-4}$, and $|F^+|$ is $2.2$ to $3.6\times10^{-5}$ at $w_0=0$ and $2.6$ to $3.4\times10^{-4}$ at $w_0=0.01$, so the factor of about ten persists. In 6-31G that factor is $1.5$ for three stored pairs and about $80$ for eight.

The columns of $E$ have norms from $1.3\times10^{-2}$ (oldest) to $6.0\times10^{-4}$ (newest), all far above $\sigma_6$, and at $w_0=0$ the coefficients are $141$ times $|F|$. Yet $|E\gamma|/|\gamma|=2.44\times10^{-5}/1.41=1.7\times10^{-5}$, a thousandth of $\|E\|=1.7\times10^{-2}$ obtained from the column norms. The combination $q_6$ of columns that nearly cancels in $Y$ also nearly cancels in $E$: $|Eq_6|=2.3\times10^{-5}$, about half of $\sigma_6$. The six terms of (16) at $w_0=0$ have norms between $3.1\times10^{-5}$ and $1.2\times10^{-4}$ and partly cancel in the sum. Finite $w_0$ changes their relative weights, and $|E\gamma|$ is not monotonic in $w_0$. Comparing $\|E\|$ with $\sigma_m$ is therefore not a sufficient criterion for choosing $w_0$.

Random symmetric noise of norm $\eta=10^{-4}$ was then added to each stored residual, the current one included. The smallest singular value rose to $7.29\times10^{-3}$. The mean Gram matrix accounts for the size of this change. For noise columns $\xi_n=(\eta_{n+1}-\eta_n)/|\Delta F_n|$ of zero mean, neglecting the change of normalization, the cross terms average out and $\langle\tilde Y^T\tilde Y\rangle=Y^TY+\langle\xi^T\xi\rangle$, where the added matrix is positive semidefinite with diagonal $2\eta^2/|\Delta F_n|^2$. On average the noise thus acts on the Gram matrix as a ridge of its own. The smallest eigenvalue of the mean matrix has the square root $6.9\times10^{-3}$, close to the value found for this sample. For $w_0=10^{-3}$ every filter factor is then at least $5.31\times10^{-5}/(5.31\times10^{-5}+10^{-6})=0.98$, and $|F^+|$ stays at $4.71\times10^{-4}$. At $w_0=0.01$ it is $4.62\times10^{-4}$, 2% below the Anderson value, and at $w_0=0.1$ it is $8.39\times10^{-4}$. The small gain at $w_0=0.01$ belongs to this noise sample: over 400 other samples the ratio to the Anderson value ranged from $0.96$ to $1.10$ with mean $1.02$, and it was below one in about a tenth of them, so on average $w_0=0.01$ does not help here.

**10. Implementation**

Normalize each pair by $|\Delta F_n|$; without this $w_0$ has the units of $F$, and the trace in (iii) becomes $\sum_nw_n^2|\Delta F_n|^2$, so the bound on the condition number depends on the size of the stored residual differences. Compute $\gamma$ either from $(w_0^2I+a)z=c$, $\gamma=Wz$, or as the least-squares solution of the stacked system with matrix $\binom{Y}{w_0W^{-1}}$ and right side $\binom{F}{0}$, whose squared residual is (11). In the variable $z$ the stacked matrix $\binom{\bar Y}{w_0I}$ has Gram matrix $a+w_0^2I$, so its singular values are $\sqrt{\sigma_i^2+w_0^2}$ and its condition number is the square root of that in (iii); it remains usable at $w_0=0$. Then form $x^+=x+G_1F-U\gamma$. Recursion (9) requires frozen weights and an untruncated history; with a sliding window, (7) is the form that keeps the Anderson limit. The eigenvalues of $a$ cost an $m\times m$ diagonalization and give the $\varphi_i$, whose sum is the effective number of secant directions in use.

## Numbers as computed

```
random data N=8 m=4, all dimensionless; sigma(YW) = [2.0668 1.706  0.671  0.3281]
w0=0.3: |recursive-fixed step| = 2.1000e-01
w=[1.  1.5 2.  0.7]: |x-xAnderson| at w0=1e-3,1e-4
  fixed 2.304e-05 2.304e-07  recursive 1.612e-05 1.612e-07
w=[1. 1. 1. 1.]: |x-xAnderson| at w0=1e-3,1e-4
  fixed 2.574e-05 2.574e-07  recursive 1.336e-05 1.336e-07
window-1 recursive limit: distance to Anderson depth 1 = 1.7753, depth 4 = 1.3660
rank-deficient: weight dependence nonlinear 0.5461; linear data, error vs Newton 4.8e-08
2x2 model: M=diag(1.0, 0.5), alpha=1, eps=0.001, |F|=1.4142
  sigma(Y) = 1.4142e+00 7.0711e-05
  w0=0: gamma=(-9999.0000,10000.0001) |F+|=9.0000; with E=0 |F+|=0.0000
  w0=0.01: gamma=(0.0001,0.9999) |F+|=0.4991; with E=0 |F+|=0.4973
NH3 RHF/6-31G: r=1.01 Angstrom, HNH=107.0 deg, nao=15, N=225, alpha=0.5
reference E = -56.16140305 Hartree = -1528.2296 eV; |F0| = 0.1836 electrons
map evaluations to |F|<1e-08 electrons, full history, w_n=1:
  linear    w0=0: 55  E-Eref=1.1e-13 Hartree
  fixed     w0=0: 13  E-Eref=1.1e-13 Hartree
  fixed     w0=0.01: 13  E-Eref=9.9e-14 Hartree
  fixed     w0=0.1: 15  E-Eref=1.3e-13 Hartree
  fixed     w0=1.0: 21  E-Eref=1.1e-13 Hartree
  recursive w0=0.01: 13  E-Eref=1.3e-13 Hartree
  recursive w0=0.1: 15  E-Eref=1.7e-13 Hartree
  recursive w0=1.0: 20  E-Eref=1.6e-13 Hartree
history of 6 linear steps: |F| = 9.9965e-03 electrons
sigma(Y) = 2.28e+00 8.82e-01 1.91e-01 7.11e-03 8.94e-04 4.20e-05
phi(w0=0.01) = 1.000e+00 9.999e-01 9.973e-01 3.355e-01 7.935e-03 1.764e-05
|E column| = 1.34e-02 8.01e-03 4.86e-03 3.07e-03 1.76e-03 5.99e-04
noise norm per stored residual = 0.0001 electrons; noisy sigma_min = 7.29e-03
w0 |gamma| |r| |bias| |E gamma| |F+| noisy|F+|  (electrons)
0e+00 1.41e+00 3.96e-05 2.37e-05 2.44e-05 2.05e-05 4.71e-04
1e-04 2.79e-01 6.37e-05 3.94e-05 3.01e-05 4.20e-05 4.71e-04
1e-03 1.17e-01 1.07e-04 6.33e-05 6.77e-05 7.07e-05 4.71e-04
1e-02 3.86e-02 4.60e-04 2.88e-04 3.38e-05 2.94e-04 4.62e-04
1e-01 1.88e-02 1.15e-03 8.06e-04 1.88e-05 8.03e-04 8.39e-04
1e+00 3.65e-03 4.97e-03 3.69e-03 1.37e-05 3.68e-03 3.69e-03
simple mixing step: |F+| = 7.02e-03 electrons
```
